# Can two silicon atoms reverse a phosphorus atom that one cannot?

**Q.** I am looking at a simulated phosphorus track in silicon. In one event the phosphorus-31 atom meets two silicon-28 atoms at the same moment, symmetrically, and comes straight back. That must be an error. Phosphorus is heavier than silicon, so silicon can deflect it by at most about 65 degrees. Adding a second silicon atom does not make either of them heavier.

**A.** The 65 degree limit is sound for the collision to which it belongs. Let us derive it and see which assumptions it uses.

A projectile of mass \(m_1\) and velocity \(\mathbf v_0\) meets a free atom of mass \(m_2<m_1\) at rest. The motion is classical and nonrelativistic, and the collision is elastic. The centre of mass moves at the constant velocity

\[
\mathbf V=\frac{m_1}{m_1+m_2}\mathbf v_0 .
\]

Let \(\mathbf g=\mathbf v_1-\mathbf v_2\) be the relative velocity after the collision. Momentum conservation, \(m_1\mathbf v_1+m_2\mathbf v_2=(m_1+m_2)\mathbf V\), gives

\[
\mathbf v_1=\mathbf V+\frac{m_2}{m_1+m_2}\mathbf g .
\]

The kinetic energy is that of the centre of mass plus \(\tfrac12\frac{m_1m_2}{m_1+m_2}g^2\). The first part cannot change, so an elastic collision leaves \(g=v_0\) and can only turn \(\mathbf g\). With a unit vector \(\mathbf n\) at angle \(\Theta\) to the beam,

\[
\mathbf v_1=\frac{m_1\mathbf v_0+m_2v_0\mathbf n}{m_1+m_2},\qquad
v_{1,\parallel}=v_0\,\frac{m_1+m_2\cos\Theta}{m_1+m_2}\ \ge\ v_0\,\frac{m_1-m_2}{m_1+m_2}.
\]

I use the mass numbers 31 and 28 as masses. The smallest forward component is then \(3/59=0.0508\) of \(v_0\). It is positive, so there is no reversal.

For the angle, note that the tip of \(\mathbf v_1\) lies on a circle of radius \(m_2v_0/(m_1+m_2)\), whose centre is at distance \(m_1v_0/(m_1+m_2)\) from the origin. A line from the origin at angle \(\theta\) passes the centre at the perpendicular distance \(m_1v_0\sin\theta/(m_1+m_2)\). It reaches the circle only if this is no larger than the radius:

\[
\sin\theta\le\frac{m_2}{m_1}=\frac{28}{31},\qquad \theta_{\max}=64.59^\circ .
\]

**Q.** That is my argument. Each silicon atom obeys it, so the pair must obey it too.

**A.** The step from "each" to "the pair" is where it fails. We used momentum and energy conservation for the projectile and one target. When two targets push at once, neither balance closes on one pair of atoms: while the projectile exchanges momentum with the first silicon atom, the second is also changing its momentum and energy. The fixed length of \(\mathbf g\) is lost, and the circle with it.

Even separate collisions do not share one common limit. After a first deflection, the next stationary atom limits the angle from the new direction. Two deflections in the same sense can add up to \(2\times64.59^\circ=129.17^\circ\) (from the unrounded limit). Two such collisions can therefore send phosphorus backward, meaning beyond 90 degrees, but cannot turn it through 180 degrees.

**Q.** Then treat the simultaneous event as two binary collisions and add their momentum transfers.

**A.** That breaks energy conservation, except when the two impulses happen to be perpendicular. Take smooth hard spheres, with each line of centres at angle \(\varphi\) to the beam. In one binary collision the normal component of relative velocity, \(v_0\cos\varphi\), is reversed, so the impulse is

\[
J=\frac{2m_1m_2}{m_1+m_2}v_0\cos\varphi .
\]

Suppose both silicon atoms received this impulse. For \(\varphi=30^\circ\), each would have speed \(J/m_2=(62/59)(0.866)v_0=0.910\,v_0\), and the projectile would have

\[
\frac{v}{v_0}=1-\frac{2J\cos\varphi}{m_1v_0}=1-\frac{4(28)}{59}(0.75)=-0.424 .
\]

The final energy divided by the initial energy would be

\[
(-0.424)^2+\frac{2(28)}{31}(0.910)^2\approx1.68 .
\]

This recipe creates 68 percent more energy than was supplied. It does give a reversal, but for a bad reason. If your simulation adds binary transfers in this way, its event proves nothing.

**Q.** So what does a correct three-body balance give?

**A.** Put the two silicon atoms at equal distances from the beam axis, on opposite sides, and send the phosphorus atom along the axis. The atoms are free and initially at rest. For now there is no force between them, and each interacts with the projectile through the same central, conservative force.

Mirror symmetry keeps the projectile on the axis, with final velocity \(v\), negative if reversed. The silicon atoms leave with equal speeds \(u\) at angles \(+\psi\) and \(-\psi\). Their transverse momenta cancel. Once all three are far apart, axial momentum and energy give

\[
m_1(v_0-v)=2m_2u\cos\psi,\qquad m_1(v_0^2-v^2)=2m_2u^2 .
\]

If anything has happened, \(u>0\). The energy equation then requires \(|v|<v_0\), so \(v_0-v>0\), and the momentum equation makes \(\cos\psi\) positive. We may therefore divide the second equation by the first:

\[
v_0+v=\frac{u}{\cos\psi},\qquad\text{or}\qquad u=(v_0+v)\cos\psi .
\]

Substitution in the momentum equation gives

\[
m_1(v_0-v)=2m_2\cos^2\psi\,(v_0+v).
\]

Collecting the terms in \(v\) on one side,

\[
v\,(m_1+2m_2\cos^2\psi)=v_0\,(m_1-2m_2\cos^2\psi),
\]

\[
\boxed{\frac{v}{v_0}=\frac{m_1-2m_2\cos^2\psi}{m_1+2m_2\cos^2\psi}} .
\]

The denominator is positive, so the projectile reverses if and only if

\[
\cos^2\psi>\frac{m_1}{2m_2}=\frac{31}{56}=0.5536,\qquad \psi<41.92^\circ .
\]

No particular force law entered. The force law matters because it determines \(\psi\).

**Q.** I see. The two atoms act as one atom of mass 56, which is heavier than phosphorus.

**A.** Only in the limit \(\psi\to0\), where both recoil straight ahead. Then

\[
\frac{v}{v_0}=\frac{31-56}{31+56}=-0.2874 .
\]

For free atoms this is the bound on the backward velocity, not its usual value. In the opposite limit, \(\psi\to90^\circ\), the formula gives \(v\to v_0\): the projectile passes between the atoms and barely moves them. A total target mass above \(m_1\) is necessary for reversal here, but not sufficient.

The reason is the energy of sideways motion. The two transverse momenta cancel, so this motion takes energy without helping to balance the projectile's axial momentum. To see how much is allowed, let \(U\) be the forward velocity of the pair's centre of mass, \(E=\tfrac12m_1v_0^2\), and \(W\) the energy of the pair in its own centre-of-mass frame. Define \(r=v/v_0\), \(w=W/E\) and \(\mu=m_1/(2m_2)\). Momentum gives \(U=\mu v_0(1-r)\). The forward kinetic energy of the pair is

\[
\tfrac12(2m_2)U^2=m_2\mu^2v_0^2(1-r)^2=\mu E(1-r)^2,
\]

because \(m_2\mu=m_1/2\). The energy balance divided by \(E\) is therefore

\[
1=r^2+\mu(1-r)^2+w .
\]

Expanding the square,

\[
(1+\mu)r^2-2\mu r+(\mu-1+w)=0,
\]

\[
r=\frac{\mu\pm\sqrt{\mu^2-(1+\mu)(\mu-1+w)}}{1+\mu}
=\frac{\mu\pm\sqrt{1-(1+\mu)w}}{1+\mu}.
\]

If the projectile ends up behind the pair and separates from it, then \(v<U\), or \(r<\mu(1-r)\), which means \(r<\mu/(1+\mu)\). That selects the minus sign. Reversal then requires the square root to exceed \(\mu\):

\[
1-(1+\mu)w>\mu^2\quad\Longrightarrow\quad w<\frac{1-\mu^2}{1+\mu}=1-\mu=0.4464 .
\]

So at most 44.64 percent of the incident energy may end up inside the pair. This form remains valid if the silicon atoms are bonded to each other, provided that \(W\) includes their bond energy measured from its initial value.

**Q.** What decides the recoil angle?

**A.** For smooth hard spheres it is the geometry at contact. Each impulse lies along a line of centres, so \(\psi=\varphi\). If contact occurs at centre distance \(R\) and the silicon atoms are a distance \(s\) apart, \(\sin\varphi=s/(2R)\). At the critical angle \(\sin^2\varphi=1-0.5536=0.4464\), so reversal requires

\[
s<2R\sqrt{0.4464}=1.336\,R .
\]

At \(\varphi=30^\circ\), for example, \(2m_2\cos^2\varphi=42\), and \(v/v_0=(31-42)/(31+42)=-0.1507\). At \(50^\circ\) the formula gives \(+0.1452\). Newtonian trajectories with a very stiff contact force, for \(R=0.2\) nm and 5 eV, give \(-0.1505\) and \(+0.1460\). The two contact angles lie on opposite sides of the critical angle, and so do the outcomes.

**Q.** Atoms are not hard spheres. Does a smooth repulsion really produce a small enough angle?

**A.** It can. Take the Ziegler-Biersack-Littmark (ZBL) universal repulsion between phosphorus and silicon:

\[
V(\rho)=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0\rho}\,\Phi(\rho/a),\qquad
a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}}=0.01267\ \text{nm},
\]

\[
\begin{aligned}
\Phi(q)={}&0.18175e^{-3.1998q}+0.50986e^{-0.94229q}\\
&+0.28022e^{-0.4029q}+0.02817e^{-0.20162q}.
\end{aligned}
\]

Here \(a_0\) is the Bohr radius, \(Z_1=15\) and \(Z_2=14\). Let the projectile be at \((x,0)\), one silicon atom at \((X,Y)\), the other at \((X,-Y)\), and \(F=-dV/d\rho\). Newton's equations are

\[
m_1\ddot x=-2F\frac{X-x}{\rho},\qquad
m_2\ddot X=F\frac{X-x}{\rho},\qquad
m_2\ddot Y=F\frac{Y}{\rho},
\]

with \(\rho^2=(X-x)^2+Y^2\). The factor 2 counts both silicon atoms. I choose 5 eV, which belongs to the end of an implanted atom's track, and \(s=0.235\) nm, roughly the silicon bond length. The projectile starts 1 nm before the pair.

The trajectory gives \(\psi=33.41^\circ\), below the critical angle. Since \(\cos^2\psi=0.697\),

\[
\frac{v}{v_0}=\frac{31-56(0.697)}{31+56(0.697)}\approx-0.115,
\]

in agreement with the velocity found directly from the trajectory, \(-0.1145\). The phosphorus atom comes back, slowly. It keeps 0.066 eV, and each silicon atom receives 2.467 eV:

\[
0.066+2(2.467)=5.000\ \text{eV}.
\]

The sideways share of the energy is \(w=0.299\), below the allowed 0.446.

The hard-sphere picture gives a useful estimate. The closest phosphorus-silicon distance is 0.2223 nm. Using it as \(R\) gives \(\sin\varphi=0.1175/0.2223=0.529\), or \(\varphi=31.9^\circ\), and \(v/v_0\approx-0.13\). The estimate has the right sign and rough size, but it ignores the motion of the silicon atoms while the soft force acts.

**Q.** And a single silicon atom with the same repulsion?

**A.** At the same 5 eV, a scan of 25 impact parameters from 0 to 0.12 nm gives a largest deflection of \(64.57^\circ\), just below the limit of \(64.59^\circ\). Every projectile in the scan keeps a positive forward velocity. The force law and energy are the same as before. The second atom makes the difference.

**Q.** Would the pair also reverse an implanted ion at full energy?

**A.** Not at this separation. With \(s\) held at 0.235 nm:

| Energy (eV) | Recoil angle (deg) | \(v/v_0\) |
|---:|---:|---:|
| 5 | 33.41 | −0.1145 |
| 50 | 61.41 | 0.4146 |
| 1000 | 87.91 | 0.9952 |

The final velocity passes through zero at about 13.2 eV. At 1 keV the encounter is just as simultaneous and symmetric, yet the projectile loses less than half a percent of its speed.

We can also hold the energy fixed and find the separation at which the final velocity passes through zero. Dividing that separation by 1.336 gives the radius \(R_{\rm eq}\) of hard spheres with the same threshold:

| Energy (eV) | Limiting \(s\) (nm) | \(R_{\rm eq}\) (nm) |
|---:|---:|---:|
| 10 | 0.249 | 0.186 |
| 100 | 0.148 | 0.111 |
| 1000 | 0.075 | 0.056 |
| 10000 | 0.030 | 0.022 |

A faster projectile penetrates further into the repulsion before it is turned, so the atoms act as smaller spheres. They must then stand closer together to present a small enough contact angle. The table leaves out the repulsion between the two silicon atoms. By the ZBL formula it would be about 10, 140 and 1800 eV at the last three separations, so those rows show how the range of the phosphorus-silicon force shrinks, not pairs that could sit at rest.

**Q.** Then in real silicon the reversal belongs to the last few electronvolts. But those atoms are bound in a crystal.

**A.** For free atoms a bond length apart, with the ZBL repulsion alone, the reversal needs an energy below about 13 eV. Real silicon atoms are bound, and treating them as free changes \(v/v_0\) strongly, as the estimates below show. At 1 keV the model needs two silicon atoms within 0.075 nm, about a third of the bond length. A thermal displacement of roughly 0.0075 nm does not close that gap. At 5 eV the geometry is suitable for this repulsion, but the atoms are not free. The main change in velocity, from 10 to 90 percent, takes 40 fs, while a rough lattice vibration period is 100 fs. The lattice has time to push back.

As a crude measure, tie each silicon atom to its site by a spring with a frequency of 10 THz. The pair then returns phosphorus with \(v/v_0=-0.85\) instead of \(-0.11\). One tied atom struck head-on gives \(-0.93\). These springs are anchored to rigid supports, which overstates the rebound. Suppose instead that the supports are silicon atoms free to move, in a harmonic diamond lattice whose bonds are one fifth as stiff sideways as along their length, with the same 10 THz for one atom moving alone. The two values then become about \(-0.64\) and \(-0.54\): still a reversal, but a weaker one. In this lattice the phosphorus interacts only with the atoms it strikes; the others merely carry the recoil away. Inside bulk silicon they would add about 6 eV of ZBL repulsion near the turning point, more than the 5 eV supplied, so these numbers show the effect of binding and do not describe a path through the crystal. The 13 eV threshold also belongs to free atoms: with the ZBL repulsion, the pair in this lattice still sends phosphorus back at 25 eV, although springs that never break are doubtful at that energy.

**Q.** So one silicon atom can reverse it after all?

**A.** With a purely repulsive force, one bound atom can. The spring passes momentum to its support, so the two-body balance behind the 65 degree limit no longer closes. In this head-on model the projectile cannot pass the atom, and the atom cannot leave its spring, so a projectile that departs must go back. The spring never breaks, which is at least reasonable at 5 eV: the largest energy a free silicon atom could take in one collision is 4.99 eV, well below a displacement energy of roughly 15 eV. The harmonic form is nevertheless strained: in the lattice above the struck atom moves 0.094 nm, 40 percent of a bond length, and bond lengths change by up to about 0.06 nm, so the rebound speeds are rough. The statement that one silicon atom cannot reverse phosphorus needs the words "free" and "stationary". The second word matters too. If a free silicon atom moves toward the phosphorus at speed \(u_0\), a head-on elastic collision leaves the phosphorus with velocity \([(m_1-m_2)v_0-2m_2u_0]/(m_1+m_2)\), which is negative for \(u_0>(3/56)v_0=0.054\,v_0\). At 5 eV that is about the root-mean-square thermal speed of a silicon atom along one direction at room temperature, so thermal motion alone can sometimes produce a slow reversal.

**Q.** What if the two silicon atoms are bonded to each other, but not to a lattice?

**A.** Then axial momentum is still shared among the three atoms alone, and the energy form applies. A Morse bond of depth 2.3 eV and stiffness 900 eV/nm², both rough values, leaves \(w=0.1455\) in the pair at 5 eV. With \(\mu=0.5536\),

\[
r=\frac{0.5536-\sqrt{1-1.5536(0.1455)}}{1.5536}\approx-0.210,
\]

which is also the trajectory's result. Less energy ends up inside the pair than in the free case, so more of the recoil is forward motion and the reversal is stronger. It stays within the bound of \(-0.2874\).

**Q.** Perfect symmetry never occurs. Does a small misalignment destroy the effect?

**A.** It spoils the 180 degree angle but, for the displacements tried here, not the backward motion. With free atoms at 5 eV, shifting the projectile sideways by 0.0075 nm gives a deflection of \(177.4^\circ\). With the projectile on the axis, moving one silicon atom forward and the other backward by 0.0075 nm gives \(163.0^\circ\). The second change has the larger effect here; it moves both silicon atoms, so that they end up 0.015 nm apart along the beam. Both angles are far above the single-collision limit. In these cases the silicon atoms start at rest. Their thermal speed at room temperature, about \(0.054\,v_0\) along each direction, is roughly half the return speed, so thermal velocities can change the outgoing direction strongly and can remove the backward motion.

**Q.** And energy lost to electrons, or quantum effects?

**A.** A Lindhard-Scharff electronic drag, applied within 0.3 nm of a silicon atom at a rough density of 50 atoms per nm³, removes 0.18 eV, or 3.7 percent of the initial energy. The final velocity changes from \(-0.1145\) to \(-0.1214\) of \(v_0\). The reversal becomes slightly stronger. The drag both slows the projectile before it is turned and removes momentum during the encounter; I have not separated these effects. The drag law is used here far outside its range: the speed is 0.0026 of the Bohr velocity, and the whole loss is well below the 1.1 eV band gap of silicon, so 0.18 eV is a sensitivity test and not the real electronic loss. The initial de Broglie wavelength is 0.0023 nm, about one percent of the closest distance, so a classical path is a reasonable description of the approach. The returning atom is slower: at \(0.1145\,v_0\) its wavelength is 0.020 nm, about 9 percent of that distance, so the classical description is less secure on the way out.

Chemistry is a more serious omission. The ZBL potential is purely repulsive, while phosphorus and silicon can attract and bond. The rough silicon bond depth of 2.3 eV is already 46 percent of the incident energy. Moreover, the closest distance in the example, 0.2223 nm, is about the length of a phosphorus-silicon bond, where the real force is much weaker than the ZBL repulsion.

This can change the outcome. Replace the ZBL repulsion by a Morse potential with its minimum at 0.225 nm, a stiffness of 900 eV/nm² and a depth of 2 or 3 eV. At 5 eV the free pair then no longer reverses the phosphorus, which keeps moving slowly forward behind the faster silicon atoms, with \(v/v_0\approx0.06\) or \(0.13\). The projectile comes closer to the silicon atoms, and their final recoil angle exceeds the critical one. The sign depends on these rough parameters: at a depth of 2 eV, a stiffness of 1500 eV/nm² or a minimum at 0.24 nm brings \(v/v_0\) to about \(-0.002\) or \(-0.007\). In the harmonic lattice used above, the same Morse forces hold the phosphorus instead of returning it: whether it meets one atom or the pair, it is still within 0.28 nm of a silicon atom about 0.7 ps after arriving. For free atoms the boxed formula still holds, but the value \(-0.11\), and even its sign, belongs to free atoms with the ZBL repulsion. It is not a prediction for crystalline silicon.

**Q.** How should I judge the event in my simulation, then?

**A.** Do not reject it on the 65 degree limit. First see whether the silicon atoms were free or tied to their sites. If they were free, initially at rest and without a mutual force, check total momentum and energy, then read off the recoil angle. In a symmetric event, an angle below \(41.92^\circ\) must accompany a reversed phosphorus atom, and a larger one must accompany a forward atom. If the event occurred at 1 keV with the silicon atoms a bond length apart, look for a fault: with the repulsion used here, that encounter lets the phosphorus through. The numerical output below gives the values for the main cases.

## Numbers as computed

```
Masses, P and Si: 31, 28 u
Single-collision angle limit: 64.59 deg
Same limit with masses 30.974 and 27.977 u: 64.59 deg
Largest single-collision angle in trajectory scan: 64.57 deg
Smallest single-collision forward v/v0: 0.0508
Sum of two single-collision limits: 129.17 deg
Critical recoil angle for pair reversal: 41.92 deg
Critical cos^2(psi), m1/(2 m2): 0.5536
Largest pair internal-energy fraction for reversal: 0.4464
Pair bound on v/v0 at psi = 0: -0.2874
Hard spheres at 30 deg, v/v0 trajectory, formula: -0.1505, -0.1507
Hard spheres at 50 deg, v/v0 trajectory, formula: 0.1460, 0.1452
Example energy: 5.0 eV; Si-Si separation: 0.235 nm
ZBL screening length: 0.01267 nm
Initial P speed: 5.579 nm/ps
At 5 eV: recoil angle 33.41 deg, v/v0 -0.1145
At 50 eV: recoil angle 61.41 deg, v/v0 0.4146
At 1000 eV: recoil angle 87.91 deg, v/v0 0.9952
Final P energy in example: 0.0656 eV
Final energy of each Si in example: 2.4672 eV
Sideways energy fraction in example: 0.2992
Closest P-Si distance in example: 0.2223 nm
Time for 10 to 90 percent of velocity change: 40.2 fs
Threshold energy at 0.235 nm: 13.18 eV
Largest reversing separation at 10 eV: 0.2486 nm
Largest reversing separation at 100 eV: 0.1484 nm
Largest reversing separation at 1000 eV: 0.0751 nm
Largest reversing separation at 10000 eV: 0.0295 nm
Rough Si bond depth, stiffness: 2.3 eV, 900 eV/nm^2
Bond depth / incident energy: 0.46
Bonded pair: v/v0 -0.2099, internal fraction 0.1455
Rough lattice frequency: 10 THz; period: 100 fs
One tethered Si, head-on: v/v0 -0.9282
Two tethered Si: v/v0 -0.8493
Rough displacement energy: 15 eV; largest single transfer: 4.987 eV
P angle for 0.001 nm offset: 179.6 deg
Rough thermal displacement used: 0.0075 nm
P angle for that offset across the beam: 177.4 deg
P angle for stagger of plus/minus that along the beam: 163.0 deg
Rough Si atom density for drag: 50 nm^-3
With electronic drag: v/v0 -0.1214, energy lost 0.183 eV
Initial P de Broglie wavelength: 0.00231 nm
```
